\section*{Separating Grain-Boundary Resistance from Contact Resistance in a Landauer Calculation}

\section{The result}

Let a grain boundary of cross-section $A$ join two perfect crystalline leads. Let $T$ be its transmission at the Fermi energy, summed over all modes for one spin, and let $M_L$ and $M_R$ be the transmissions of perfect conductors made of the left and of the right grain, with the same area and the same transverse wave vectors. The specific resistance of the boundary is
\begin{equation}
\gamma=A\,\frac{h}{2e^2}\left[\frac1T-\frac12\left(\frac1{M_L}+\frac1{M_R}\right)\right].
\label{eq:gamma}
\end{equation}
For $M_L=M_R=M$ the bracket reduces to $1/T-1/M$. The setting is linear response at zero temperature with spin degeneracy. Values of $\gamma$ may be added along a wire if the grain interiors spread the electrons evenly over the modes and interference between boundaries averages out. Without that condition, \eqref{eq:gamma} is still an excess two-terminal resistance, but it need not be the resistance that each boundary contributes to a long wire.

\section{What goes wrong with one reference}

With reservoirs at voltage difference $V$, the Landauer current is $I=(2e^2/h)TV$, so the two-terminal resistance is $(h/2e^2)/T$. In a perfect conductor each of the $M$ open modes is fully transmitted. Its resistance $(h/2e^2)/M$ is the ballistic contact resistance: it does not depend on length and belongs to the connection with the reservoirs. The naive scheme subtracts this number from the resistance of the defective conductor. If the two grains have different orientations, however, there are two perfect conductors to choose from.

A model makes the size of this ambiguity visible. One band on a cubic grid of spacing $0.25$ nm has
\begin{equation}
E=-2t_x\cos k_x-2t_y\cos k_y-2t_z\cos k_z ,
\label{eq:band}
\end{equation}
with $k$ in units of the inverse spacing and current along $z$. Grain A has $(t_x,t_y,t_z)=(1,1,0.5)$ eV. Grain B is the same crystal turned by $90^\circ$, with $(0.5,1,1)$ eV. The Fermi energy is $-1$ eV. The cross-section is a periodic cell of $12\times12$ sites with one fixed pair of Bloch phases, so $A=9\ \mathrm{nm}^2$. The boundary is one plane of sites whose energies are drawn uniformly from an interval of width $2$ eV centred on zero; its in-plane hopping is the mean of the two grains. These are model parameters and describe no named metal.

The mode counts are $M_A=47$ and $M_B=100$, and one rough boundary A$|$B has $T=33.42$. The common prefactor is
\begin{equation}
A\frac{h}{2e^2}=(9\times10^{-14}\ \mathrm{cm}^2)(12906.4\ \Omega)
=1161.6\times10^{-12}\ \Omega\,\mathrm{cm}^2 .
\end{equation}
From here on, specific resistances are given in units of $10^{-12}\ \Omega\,\mathrm{cm}^2$. Subtracting $1/M_A$ gives $10.0$; subtracting $1/M_B$ gives $23.1$. The boundary and its transmission are the same in both cases, so a physical criterion has to decide what belongs to the boundary.

\section{The criterion: the drop of the local level}

The resistance of a boundary should be the drop of electrochemical potential across it, divided by the current. To find this drop, measure occupations in the energy window $eV$ between the reservoirs: a state filled by the left reservoir has occupation 1, one filled by the right reservoir has 0. Assume that inside each grain all right-moving modes have the same mean occupation $f^+$ and all left-moving modes the same $f^-$. This is the mode randomisation named above. It mixes modes within one direction of motion and causes no backscattering of its own.

Each mode carries the same current per unit occupation, because velocity and density of states cancel in one dimension. The current is therefore $I=(2e^2/h)VJ$, with
\begin{equation}
J=M(f^+-f^-).
\label{eq:J}
\end{equation}
The energy \eqref{eq:band} is even in $k_z$, so right and left movers have equal densities of states. The equilibrium occupation that would hold the same number of electrons is then
\begin{equation}
\phi=\tfrac12(f^++f^-),
\label{eq:phi}
\end{equation}
and $V\phi$ is the local level expressed as a voltage.

Now balance the flux at the boundary. Let $R'$ be the total reflection, summed over modes, for electrons arriving from the right, and $T'$ their total transmission. Conservation of each incoming flux gives $T'+R'=M_R$. The scattering matrix is unitary, so its rows are normalised as well as its columns; summing the rows of the outgoing modes on the right gives $T+R'=M_R$. Hence $T'=T$. The right-moving flux leaving the boundary into the right grain is $Tf_L^++R'f_R^-$, and the flux arriving from that grain is $M_Rf_R^-$. Their difference is the current:
\begin{align}
J&=Tf_L^++(M_R-T)f_R^--M_Rf_R^-\nonumber\\
&=T(f_L^+-f_R^-).
\label{eq:balance}
\end{align}

Equation \eqref{eq:J} gives $f_L^-=f_L^+-J/M_L$ and $f_R^+=f_R^-+J/M_R$. Inserting these in \eqref{eq:phi} yields
\begin{equation}
\phi_L=f_L^+-\frac{J}{2M_L},\qquad
\phi_R=f_R^-+\frac{J}{2M_R}.
\label{eq:levels}
\end{equation}
Subtract the second from the first and use $f_L^+-f_R^-=J/T$ from \eqref{eq:balance}:
\begin{equation}
\phi_L-\phi_R=J\left[\frac1T-\frac1{2M_L}-\frac1{2M_R}\right].
\label{eq:drop}
\end{equation}
The resistance is $V(\phi_L-\phi_R)/I=(h/2e^2)(\phi_L-\phi_R)/J$. Multiplication by $A$ gives \eqref{eq:gamma}. The two halves arise because the incoming stream on either side lies above or below the local level by half of $J/M$.

For the rough boundary,
\begin{equation}
\gamma_1=1161.6\left[\frac1{33.42}-\frac12\left(\frac1{47}+\frac1{100}\right)\right]
=34.76-18.17=16.59 .
\end{equation}
In ohms, the total of $386.2$ splits into $201.8$ of contact resistance and $184.4$ of boundary resistance.

The result cannot be negative. Total transmission cannot exceed the number of incoming modes from either side, so $T\le\min(M_L,M_R)$ and
\begin{equation}
\gamma\ge A\frac{h}{2e^2}\,\frac12\left|\frac1{M_L}-\frac1{M_R}\right| .
\label{eq:bound}
\end{equation}
Here the bound is $6.55$. Even an ideally matched interface between these grains has resistance, because the narrower set of modes limits the current. With the site disorder removed, the boundary has $T=37.43$ and $\gamma=12.87$, above the bound as required.

\section{Do the pieces add?}

Consider grains $0,1,\ldots,N$ with boundary $i$ between grains $i-1$ and $i$. The reservoirs fix $f_0^+=1$ and $f_N^-=0$, and $J$ is then the total transmission $T_{\rm tot}$. Equation \eqref{eq:levels}, applied at the two ends, gives
\begin{equation}
1=f_0^+-f_N^-=\frac{J}{2M_0}+\frac{J}{2M_N}+(\phi_0-\phi_N).
\end{equation}
The last bracket is the sum of the drops \eqref{eq:drop}. Division by $J=T_{\rm tot}$ gives
\begin{equation}
\frac1{T_{\rm tot}}=\frac12\left(\frac1{M_0}+\frac1{M_N}\right)
+\sum_{i=1}^{N}\left[\frac1{T_i}-\frac1{2M_{i-1}}-\frac1{2M_i}\right].
\label{eq:series}
\end{equation}
One contact term remains for the whole wire, and the boundary terms add. For two boundaries the two halves from the middle grain combine, and \eqref{eq:series} becomes $1/T_{\rm tot}=1/T_1+1/T_2-1/M_1$.

In the example, a second rough boundary B$|$A has $T_2=33.20$ and $\gamma_2=16.82$. The chain A$|$B$|$A should have
\begin{equation}
\frac1{T_{\rm tot}}=\frac1{33.42}+\frac1{33.20}-\frac1{100},
\qquad T_{\rm tot}=19.98 .
\end{equation}
This was tested with a coherent calculation. Propagation through B, forward and backward, was represented by independent random unitary matrices acting on its 100 modes. The mean transmission over 200 samples is $19.98\pm0.02$. The independence of the two matrices suppresses interference between a closed path and its time-reversed partner; a correction from such interference is not included here.

The same calculation gives mean occupations $0.602$ and $0.402$ for right and left movers in B. Its level is therefore $0.502$. If the left-moving modes of the left grain are mixed as well, as the derivation assumes, its level is $1-19.98/(2\times47)=0.7875$. The drop at the first boundary corresponds to
\begin{equation}
1161.6\times\frac{0.7875-0.5020}{19.98}=16.6 ,
\end{equation}
in agreement with $\gamma_1$. With modes mixed in every grain, the half-sum thus locates the voltage drop as well as giving the correct total. In an unmixed outer grain the level near the boundary can differ, because slow modes hold more electrons per unit of current.

The total alone would not fix the half-sum. Taking the grain on the left of each boundary as its reference gives $10.04$ for the first and $16.82+6.55=23.37$ for the second. Their sum, $33.41$, equals $\gamma_1+\gamma_2$, but the individual values would change if the wire were read from the other end. For this chain with a mixed middle grain, using grain A for both is worse: the sum $10.04+10.27=20.31$ misses the chain excess of $33.41$ by $13.10$, which is the difference between the contact terms of A and B.

\section{Why equal area is not enough}

The contact term $A(h/2e^2)/M$ depends on the mode density $M/A$. Suppose the references have area $A'$ and mode counts scaled by $A'/A$, but their inverse transmissions are subtracted without rescaling. With $C=A(h/2e^2)\frac12(1/M_L+1/M_R)$, the error is
\begin{equation}
\gamma_{\rm raw}-\gamma=C\left(1-\frac{A}{A'}\right).
\end{equation}
For $A'=(1+\delta)A$ with small $\delta$ this is about $\delta C$. Relative to the wanted quantity it is $\delta C/\gamma$, so a weakly resistive boundary is the most sensitive case.

References of $10\times10$ sites have $A/A'=1.44$. The predicted error is $-0.44\times18.17=-7.99$, whereas the computed value of $\gamma_1$ falls from $16.59$ to $7.61$, a change of $-8.99$. The remaining $-1.00$ arises because the smaller cell has other allowed transverse wave vectors, and its mode counts do not scale exactly with area.

That sampling error can survive at equal area. A dense mesh of transverse wave vectors gives $45.39$ modes for A when scaled to $9\ \mathrm{nm}^2$, instead of 47. If a perfect piece of A were computed with the coarse set and its reference with the dense one, the subtraction would return
\begin{equation}
1161.6\left(\frac1{47}-\frac1{45.39}\right)=-0.88
\end{equation}
for a boundary that does not exist. For the rough boundary, dense references change $\gamma_1$ to $16.15$, a shift of $-2.7\%$. A common set makes the result vanish for a perfect crystal. It does not by itself converge $\gamma$ with respect to the set; for that, all three transmissions must be refined together.

When several Bloch phases are sampled, they are parallel paths between the same reservoirs. Their transmissions are averaged first, and the averages are then inverted. Averaging the inverse transmissions would average resistances, which is not the rule for parallel paths.

\section{Where additivity fails}

A flat boundary conserves the transverse wave vector. If the grains do not mix modes either, the assumption behind \eqref{eq:drop} is lost. Take grain A on both sides, with $M=M_A$, and add an energy $U$ to every site of one plane. Each mode is then a chain with hopping $t=t_z$. Write $\psi_n=e^{ikn}+re^{-ikn}$ for $n\le0$ and $\psi_n=\tau e^{ikn}$ for $n\ge0$. Continuity requires $r=\tau-1$, and the equation at the barrier site is
\begin{equation}
-t\left(\tau e^{ik}+e^{-ik}+re^{ik}\right)+U\tau=-2t\cos k\,\tau .
\end{equation}
Substituting $r$ and collecting terms gives $i\Gamma(1-\tau)+U\tau=0$, where $\Gamma=2t\sin k$. Thus $\tau=1/(1+iU/\Gamma)$ and
\begin{equation}
T_k=\frac1{1+s_k},\qquad s_k=\frac{U^2}{\Gamma_k^2}.
\end{equation}

If phase memory between boundaries is lost, each mode obeys \eqref{eq:series} separately with all mode counts equal to one, so $1/T_k(N)=1+Ns_k$. The modes conduct in parallel. With $\langle\cdot\rangle$ the average over modes, the excess per boundary in units of $A(h/2e^2)/M$ is
\begin{equation}
g(N)=\frac1N\left[\frac1{\langle(1+Ns)^{-1}\rangle}-1\right]
=\frac1{\langle(x+s)^{-1}\rangle}-x,\qquad x=\frac1N .
\end{equation}
Its derivative is
\begin{equation}
\frac{dg}{dx}=\frac{\langle(x+s)^{-2}\rangle}{\langle(x+s)^{-1}\rangle^2}-1\ge0,
\end{equation}
because the mean of a square is at least the square of the mean. As $N$ grows, $x$ falls and so does $g$, unless all $s_k$ are equal. The limit is $1/\langle1/s\rangle=U^2/\langle\Gamma^2\rangle$. Modes that pass one barrier easily also pass the next, and they carry a growing share of the current.

For $U=0.5$ eV the excess per boundary is $14.8$ for one barrier, $13.2$ for two, $11.2$ for ten, and $10.4$ in the limit. The single-boundary subtraction thus overestimates the long-chain value by $42\%$ of the latter. For two barriers, a fully coherent calculation averaged over their spacing gives $T=22.705$, as the formula does. For longer chains, loss of phase memory is a separate assumption.

The rough chain shows a similar effect. If grain B only randomises phases and leaves the modes unmixed, the chain excess is $20.9$ instead of $33.4$. Rough boundaries mix modes themselves, but here not enough to restore additivity. That the selection of easily transmitted modes accounts for the whole reduction is a conjecture.

\section{The scheme that follows}

\begin{enumerate}
\item Fix one cross-section and one set of transverse wave vectors for all conductors.
\item Compute both perfect grains. At each transverse wave vector the transmission must be an integer. Any other value reveals a numerical error, but an integer does not prove that the lead has the right parameters.
\item Compute the boundary, average each of the three transmissions over the set, and only then invert.
\item Apply \eqref{eq:gamma}. Check that $\gamma$ respects \eqref{eq:bound} and vanishes for a perfect crystal.
\item Compute two boundaries in series, average the transmission (not its inverse) over their separation, and compare with \eqref{eq:series}. Agreement for two boundaries does not prove that longer chains add: a single mode with random phases between identical barriers obeys the series law for two barriers but not for three. If the grain between them is taken as perfect, a discrepancy shows that the boundary terms do not add in that structure. The cause can be unmixed modes or interference that survives the average over separation. Multiplying $\gamma$ by the number of boundaries then requires that scattering inside the real grains removes both, and that it leaves all modes of one direction equally occupied.
\end{enumerate}

If the grain interiors spread the electrons evenly over the modes of each direction and interference between boundaries averages out, boundaries normal to the current at mean distance $D$ add $\gamma/D$ to the resistivity, since a length $ND$ contains $N$ of them. The mean of the two rough boundaries, $16.7$, and $D=20$ nm give
\begin{equation}
\frac{16.7\times10^{-12}\ \Omega\,\mathrm{cm}^2}{20\times10^{-7}\ \mathrm{cm}}
=8.4\ \mu\Omega\,\mathrm{cm}.
\end{equation}
This value rests on one pair of Bloch phases and presumes equal occupation of all modes of one direction in every grain. Not every kind of bulk scattering produces that. Elastic scattering with a constant relaxation time mixes the modes but leaves $f^+-f^-$ proportional to the velocity along $z$, so fast modes carry more than their share of the current and the contribution of a boundary to the wire differs from $\gamma$. For real grains $\gamma/D$ is therefore an estimate, not an exact rule. With phase randomisation alone, the two-boundary chain already has an excess $37\%$ below the additive one. The model also omits phonons, atomic relaxation and the self-consistent potential at the boundary. The full set of values is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Spacing 0.25 nm; cell 12 x 12; area 9.00 nm^2
Fermi energy -1.0 eV; Bloch phases (0.7, 1.1) rad
Grain A hoppings (1.0, 1.0, 0.5) eV; grain B hoppings (0.5, 1.0, 1.0) eV
Random site energies: full width 2.0 eV, mean zero
h/(2e^2) = 12906.404 ohm
Factor A h/(2e^2) = 1161.576 x 1e-12 ohm cm^2
Open modes: M_A = 47, M_B = 100
Real-space perfect T: A 47.00000, B 100.00000
Rough boundary 1 (A|B): T = 33.4193; real space 33.4193
Rough boundary 2 (B|A): T = 33.2014
Boundary A|B without disorder: T = 37.4262
Two-terminal resistance, boundary 1: 386.20 ohm
Perfect A: 274.60 ohm; perfect B: 129.06 ohm
Half-sum contact part: 201.83 ohm
Excess resistance, boundary 1: 184.36 ohm
Specific resistances in 1e-12 ohm cm^2:
  total, boundary 1: 34.758
  contact half-sum: 18.165
  gamma 1: 16.593; gamma 2: 16.821
  gamma without disorder: 12.871
  gamma 1, only A as reference: 10.043
  gamma 1, only B as reference: 23.142
  gamma 1, unscaled 10 x 10 references: 7.605
  gamma 1, dense-mesh references scaled to equal area: 16.147
Dense-mesh modes at equal area: A 45.392, B 99.874
Chain A|B|A, series law: T = 19.9832
Chain, coherent with mode mixing: T = 19.9789 +- 0.0182
Chain, random phases only: T = 25.4643 +- 0.0420
Chain excess, series law: 33.413 x 1e-12 ohm cm^2
Chain excess, mode mixing: 33.426 x 1e-12 ohm cm^2
Chain excess, phases only: 20.901 x 1e-12 ohm cm^2
Middle-grain occupations: right 0.6019, left 0.4021
Local levels: A 0.7875, B 0.5020, A 0.2125
Gamma from level drops: 16.595, 16.831 x 1e-12 ohm cm^2
Mean gamma of the two rough boundaries: 16.707 x 1e-12 ohm cm^2
Resistivity contribution, 20 nm grains: 8.353 microohm cm
Flat barrier 0.5 eV in grain A: T = 29.3673
Two flat barriers: coherent average T = 22.7054, formula 22.7052
Flat excess per boundary, N = 1: 14.839 x 1e-12 ohm cm^2
Flat excess per boundary, N = 2: 13.222 x 1e-12 ohm cm^2
Flat excess per boundary, N = 10: 11.192 x 1e-12 ohm cm^2
Flat excess per boundary, N = 200: 10.484 x 1e-12 ohm cm^2
Flat excess per boundary, N to infinity: 10.443 x 1e-12 ohm cm^2
\end{verbatim}
